# Why Homogeneous Strain Calculations Fix Gap but Not Band-Edge Deformation Potentials

## Definitions and conventions

A crystal is strained along \(x\), so that its repeat distance becomes \(a=a_0(1+e)\). The in-plane spacing is held fixed. The energy of band edge \(n\) is \(E_n(e)\), and its deformation potential is

\[
D_n=\left.\frac{dE_n}{de}\right|_{e=0}.
\]

\(D_n\) is an energy per unit strain: \(D_n=1\) eV means 10 meV at 1% strain. The labels \(v\) and \(c\) denote the valence and conduction edges. The gap deformation potential is \(D_g=D_c-D_v\).

The plane-averaged charge density \(\rho(x)\) is counted in elementary charges per nm³, positive for ions. \(U(x)\) is the electrostatic potential energy of an electron in eV. Since the electron is negative, \(U\) has the opposite sign to the potential in volts, and Poisson's equation reads

\[
U''=K\rho,\qquad K=e_0^2/\varepsilon_0=18.095\ \text{eV nm},
\]

where \(e_0\) is the elementary charge. The program prints the same number as \(e_0/\varepsilon_0\) in V nm. A bar, as in \(\bar U\), denotes the average over one repeat distance.

The crystal is nonpolar and inversion symmetric, with static atoms and no macroscopic field. Piezoelectric crystals are excluded: a strained layer there can carry a field, and its mean potential then has no plateau.

## What happens: one constant per strain state

In a periodic crystal, write \(\rho\) and \(U\) as Fourier series with wavevectors \(G\). Two derivatives give a factor \(-G^2\), so

\[
-G^2U_G=K\rho_G .
\]

For \(G\neq0\) this gives \(U_G=-K\rho_G/G^2\). For \(G=0\) the left side is zero, and the right side is zero because the cell is neutral. The equation is satisfied by any \(U_0=\bar U\). The density thus fixes the shape of \(U\) but not its mean.

Each strain state is a separate calculation with its own free constant \(C(e)\). Adding it to the Hamiltonian moves every level:

\[
E_n\to E_n+C(e),\qquad D_n\to D_n+C'(0).
\]

A constant independent of strain would do no harm. Nothing in the separate calculations ensures that independence. In a difference of two levels at the same strain, \(C(e)\) cancels:

\[
D_c-D_v\to [D_c+C'(0)]-[D_v+C'(0)]=D_c-D_v .
\]

The same cancellation holds for valley splittings.

The total energy cannot supply the constant. The electrostatic energy per area of a cell is \(-\tfrac12\int\rho U\,dx\), the minus sign arising because \(U\) refers to a negative charge. Adding \(C\) changes it by \(-\tfrac12C\int\rho\,dx=0\).

A core level does not supply it either. The distance from band edge to core level is well defined at each strain, but the core level carries the same \(C(e)\). Taking it as a fixed zero assumes that its own deformation potential vanishes.

## A model with numbers

Each layer has an ion charge \(+\sigma\) per area, spread as a Gaussian of width \(s_i\), and an electron cloud \(-\sigma\) of width \(s_e\). The values are \(a_0=0.25\) nm, \(\sigma=40\) nm⁻², \(s_i=0.08\) nm and \(s_e=0.12\) nm. The charges and widths are prescribed and stay fixed under strain. A one-dimensional, one-electron Schrödinger equation in \(U\) gives the bands for motion along \(x\). Here \(v\) and \(c\) label the two sides of the lowest gap in these bands, not their filling: with free in-plane motion, this many electrons would fill states well above the gap. The model illustrates the reference problem and is not a self-consistent semiconductor.

The Fourier transform of a Gaussian gives

\[
U_G=-\frac{K\sigma}{aG^2}\left(e^{-G^2s_i^2/2}-e^{-G^2s_e^2/2}\right).
\]

The gap opens at \(k=\pi/a\), where the waves \(e^{\pm i\pi x/a}\) have equal kinetic energy \(T\) and are coupled by \(U_1\), the coefficient at \(G=2\pi/a\). With these two waves alone,

\[
\begin{pmatrix}T&U_1\\U_1&T\end{pmatrix}
\quad\Rightarrow\quad E_{v,c}=T\mp|U_1|,\qquad E_g=2|U_1| .
\]

Put \(y_i=(Gs_i)^2=4.043\) and \(y_e=(Gs_e)^2=9.096\). The prefactor is \(K\sigma/(a_0G^2)=4.584\) eV, and the exponentials are 0.1325 and 0.0106. Hence \(|U_1|=4.584\times0.1219=0.559\) eV and \(E_g=1.117\) eV. The full plane-wave calculation gives the same gap to this precision.

For the strain derivative, \(G\propto1/a\) makes the prefactor proportional to \(a\), so its logarithmic derivative is \(+1\). Each \(y\) varies as \((1+e)^{-2}\), so \(d(e^{-y/2})/de=+y\,e^{-y/2}\). Therefore

\[
D_g\simeq\frac{2K\sigma}{a_0G^2}\left[(1+y_i)e^{-y_i/2}-(1+y_e)e^{-y_e/2}\right]
=2\times4.584\times0.561=5.14\ \text{eV}.
\]

The full calculation also gives 5.14 eV. No mean potential entered.

Now choose \(\bar U=0\) at every strain. The edges are \(E_v=5.451\) eV and \(E_c=6.569\) eV. In the scaled coordinate \(x/(1+e)\), the kinetic operator carries the factor \((1+e)^{-2}\), whose derivative is \(-2\). First-order perturbation theory for a normalized edge state then gives

\[
D_n^{(0)}=\left\langle-2T+\frac{\partial U}{\partial e}\right\rangle_n ,
\]

with the derivative of \(U\) taken at fixed scaled coordinate. The results are \(D_v^{(0)}=-14.68\) eV and \(D_c^{(0)}=-9.54\) eV, and finite differences of the edges agree. Their average, \(-12.1\) eV, is close to \(-2\) times the mean edge energy of 6.01 eV, as the two-wave picture requires. These large negative values are mostly kinetic energy falling as the lattice expands, seen from a zero that has been tied to \(\bar U\).

Setting \(U=0\) midway between layers is an equally permissible bulk convention. It changes the pair to \(-19.81\) and \(-14.67\) eV. Both edges move by \(-5.13\) eV and \(D_g\) stays at 5.14 eV.

## Why a vacuum reference brings in the surface

A finite slab has a natural zero: \(U=0\) in the vacuum outside. Build it from identical units of density \(\rho_u\), each neutral and without a dipole. The potential energy \(u(x)\) of one unit then vanishes on both sides: neutrality removes the outside field, and the absence of a dipole removes the step.

Deep inside the slab, averaging the sum of all unit potentials over one cell is the same as integrating one unit's potential over all \(x\) and dividing by \(a\). Since \((x^2/2)''=1\), two integrations by parts give

\[
\int u\,dx=\left[ux-u'\frac{x^2}{2}\right]+\int u''\frac{x^2}{2}\,dx
=\frac K2\int\rho_u x^2dx .
\]

The bracket vanishes because \(u\) and \(u'\) are zero outside the unit. Thus

\[
\bar U=\frac{K}{2a}\int\rho_u x^2dx .
\]

For one model layer, the second moment is \(\sigma(s_i^2-s_e^2)=40(0.0064-0.0144)=-0.32\), and

\[
\bar U=\frac{18.095\times(-0.32)}{2\times0.25}=-11.58\ \text{eV}.
\]

The valence edge lies at \(5.45-11.58=-6.13\) eV and the conduction edge at \(-5.01\) eV. With a fixed second moment, \(\bar U\propto1/a\), so \(d\bar U/de=-\bar U=+11.58\) eV. Adding this to the zero-mean values gives \(D_v=-3.10\) eV and \(D_c=+2.05\) eV. The conduction value has changed sign.

It may seem that the second moment has now completed the bulk calculation. It has not, because one periodic density can be cut into different units. Let \(f(x)\) be a normalized Gaussian of width \(s_e\), and add to every unit

\[
\delta\rho=-\nu[f(x+a)-2f(x)+f(x-a)] .
\]

This unit is still neutral and dipole-free. In the sum over layers, every interior layer receives \(-\nu\) from each neighbour and \(+2\nu\) from itself, which cancel. What remains is \(-\nu\) one spacing outside each surface and \(+\nu\) on each outermost layer: \(\nu\) electrons per area have moved outward. The added second moment is

\[
-\nu[(s_e^2+a^2)-2s_e^2+(s_e^2+a^2)]=-2\nu a^2,
\]

so the interior mean shifts by

\[
\Delta\bar U=\frac{K}{2a}(-2\nu a^2)=-K\nu a .
\]

The sign is physical: negative charge outside the surface makes it harder for an electron to leave, so interior levels lie deeper below vacuum.

For \(\nu=0.2\) nm⁻², or 0.5% of a layer's electrons, the shift is \(-0.905\) eV. If \(\nu\) stays fixed under strain, the derivative of \(-K\nu a_0(1+e)\) is also \(-0.905\) eV. Both deformation potentials move by this amount, to \(-4.00\) and \(+1.14\) eV. If \(\nu\) changes with strain, a further term \(-Ka_0\,d\nu/de\) appears.

This was tested by integrating Poisson's equation through 24-layer slabs with both terminations, at strains of 0 and ±0.5%. Local edges were found from the transfer matrix of one interior cell. They agreed with the plane-wave edges plus the second-moment formula within 1 meV, while the shape of the interior potential was unchanged to rounding error.

## Why even an interior reference needs more information

For a heterostructure or an acoustic wave, the useful reference lies inside the crystal. Join an unstrained region of spacing \(a_0\) to a strained region of spacing \(a_1=a_0(1+e)\) through graded layers. One connected potential now covers both, so a single constant remains and cancels in the step between them. A dipole at the far left surface raises both regions equally.

The graded layers can respond in a way that homogeneous crystals never show. Let \(\ell_n^-\) and \(\ell_n^+\) be the spacings to the left and right of layer \(n\), and let its electron cloud shift by

\[
u_n=\lambda(\ell_n^+-\ell_n^-).
\]

In a homogeneous crystal the two spacings are equal and \(u_n=0\). The periodic density is therefore independent of \(\lambda\) at every strain.

In the graded region, the shifted cloud has dipole \(p_n=-\sigma u_n\) per area. Integrating \(U''=K\rho\) twice across a neutral layer gives a step

\[
\Delta U_n=-K\int\rho x\,dx=-Kp_n=+K\sigma u_n .
\]

When these steps are added, the right spacing of each layer is the left spacing of the next, so intermediate terms cancel:

\[
\sum_n\Delta U_n=K\sigma\lambda(a_1-a_0)=K\sigma\lambda a_0e .
\]

The lineup of the mean potentials is therefore

\[
\Delta\bar U=\bar U_u(a_1)-\bar U_u(a_0)+K\sigma\lambda(a_1-a_0),
\]

where \(\bar U_u(a)\) is the second-moment value for the unshifted unit. The absolute deformation potential is

\[
D_n=D_n^{(0)}-\bar U_u(a_0)+K\sigma\lambda a_0 .
\]

The last two terms are common to all bands and cancel from \(D_g\).

At \(e=1\%\), the first part of the lineup is \(-11.581/1.01+11.581=0.1147\) eV. For \(\lambda=0.01\), the cloud shifts add \(18.095\times40\times0.01\times0.0025=0.0181\) eV, making 132.8 meV. Direct integration gives this value for both 3 and 12 graded spacings.

| Reference | \(D_v\) (eV) | \(D_c\) (eV) | \(D_g\) (eV) |
|---|---:|---:|---:|
| Bulk, zero mean | −14.68 | −9.54 | 5.14 |
| Bulk, zero at midpoint | −19.81 | −14.67 | 5.14 |
| Vacuum, \(\nu=0\) | −3.10 | 2.05 | 5.14 |
| Vacuum, \(\nu=0.2\) nm⁻² | −4.00 | 1.14 | 5.14 |
| Junction, \(\lambda=0\) | −3.10 | 2.05 | 5.14 |
| Junction, \(\lambda=0.01\) | −1.29 | 3.86 | 5.14 |

The third and fifth rows agree because both use the same undistorted units, with no added surface or gradient dipole. That is a property of these two cases, not a general equality of vacuum and junction references.

Two limits show how much rests on \(\lambda\). Since \(K\sigma a_0=181\) eV, the choice \(\lambda=-2.046/181=-0.011\) makes \(D_c\) vanish, and a more negative value reverses its sign. The choice \(\lambda=-11.58/181=-0.064\) makes the two mean potentials equal to first order in strain. The zero-mean convention gives the junction result in that case, so using it for a junction is a hidden assumption about the response to a strain gradient.

## How large the consequences are

With \(\lambda=0.01\) and 1% strain, the computed valence edge falls by 12.5 meV and the conduction edge rises by 39.4 meV. The linear estimates are \(-12.9\) and \(+38.6\) meV, so nonlinearity is below 1 meV here. For comparison, \(k_BT\) is 25.9 meV at 300 K. An error in the common reference can therefore change a confining step into a negligible one, or reverse it, with the correct gap.

The same issue enters acoustic-phonon scattering. In a long longitudinal wave along \(x\) the dipole steps add up to \(K\sigma\lambda a_0e(x)\) at each point, so the junction value of \(D_c\) applies. In lowest-order perturbation theory the scattering rate is proportional to \(D_c^2\). With mass, elastic constants and screening fixed, changing \(\lambda\) from 0 to 0.01 multiplies the rate for such phonons by \((3.855/2.046)^2\simeq3.55\). This is the long-wave limit for phonons travelling along \(x\). At a wavelength of 18 nm, which backscatters a thermal electron in the model, the factor is 3.4, and other directions need their own coupling.

Set beside silicon, the model has a similar gap, near 1.1 eV, and a comparable electron density: 160 nm⁻³ against roughly 200 valence electrons per nm³. The likeness stops there, since the model's gap exists only for motion along \(x\). Its conduction edge is about 1 eV too deep below vacuum. Its conduction mass of 0.044 electron masses is far too small; silicon's principal masses are roughly 0.2 and 0.9. Its \(D_g\) is also well above the rough 1–2 eV per unit volume strain of silicon's indirect gap, though the two strains differ. Silicon's several valleys and degenerate valence edge are absent. The absolute values are also very sensitive to the assumption of a rigid cloud. If \(s_e\) followed the spacing, \(d\bar U/de\) in the second-moment formula would change from \(+11.6\) to \(-30.1\) eV. This is a sensitivity estimate, not a bound, and the zero-mean edges would change too. Lateral contraction with a rough Poisson ratio of 0.28 would raise the charge per area as \(\sigma(1+2\times0.28\,e)\), which adds \(2\times0.28\,\bar U=-6.5\) eV to the rigid-cloud derivative and, with the accompanying change in the zero-mean edge, turns \(D_c\) from \(+2.05\) to \(-4.1\) eV. The absolute values in the table are therefore not predictions for silicon.

Free carriers add band bending to the lineup. At \(10^{17}\) cm⁻³ and a rough permittivity of 11.7, the Debye length is 12.9 nm, against 3 nm for the 12-spacing grading. This bending moves both edges together and must be found from a separate device Poisson calculation. The average conduction-edge slope across the grading, divided by \(e_0\), is 0.13 MV/cm, but the total step is only 3.5% of the gap. For motion along \(x\) at fixed in-plane momentum, the valence band on each side stays below the conduction band on the other, so a step that is uniform in the plane does not by itself permit elastic interband tunnelling. With the model's light mass the thermal wavelength, 20 nm, exceeds the grading width: an electron meets a step, and does not follow a local edge through it. For a mass of 0.9 the wavelength is only about 4.5 nm, and a 3 nm grading then removes most of the reflection that an abrupt step would give.

## What to do about it

For gaps and splittings, homogeneous calculations suffice, provided that both levels are taken from the same strain state. Their other errors, such as those of an approximate functional, remain.

For a band offset between strain states, put both states in one supercell. Average the potential over the local repeat distance and read the step \(\Delta\bar U\) between the two plateaus. Then add the homogeneous results, each measured from its own mean:

\[
\Delta E_n=\Delta\bar U+\Delta(E_n-\bar U).
\]

The same definition of the potential must be used in all three calculations. The regions must be thick enough for the plateaus and bulk densities to be recovered. Repeating the calculation at \(+e\) and \(-e\) removes the quadratic term from the derivative. The strain direction should match the device, since the response to a strain gradient may depend on direction. An abrupt interface or a large strain may also need its own calculation; the independence of grading width shown here holds because each cloud shift is a function of the right spacing minus the same function of the left spacing, so the sum cancels term by term. A response nonlinear in the difference of the spacings depends on the grading.

For photoemission or a work function, use a slab with the actual surface, and report that surface with the result. Slab levels should not be taken directly as band edges. In the 6 nm model slab, a hard-wall estimate of the conduction confinement energy is 0.235 eV. This estimate assumes a parabolic band and varies as the inverse square of the slab length, which at fixed mass would add a spurious \(-2\times0.235=-0.47\) eV to \(D_c\). The conduction mass also rises with strain as the gap widens, which adds a further negative term. The estimate is rough: the lowest conduction level of the 24-layer slab itself lies 0.16 eV above the edge, does not follow the inverse-square law at this thickness, and has a strain derivative that differs from \(D_c\) by \(-0.92\) eV, nearly half of \(D_c\). Using the slab for \(\bar U\) and the bulk calculation for \(E_n-\bar U\) avoids this error.

A quoted single-edge deformation potential should state its reference, its strain direction and whether the lateral lattice was fixed or relaxed. The numerical output below gives the values to more digits.

## Calculated quantities

```
K = e/eps0: 18.0951 V nm
layer spacing: 0.250 nm; areal charge: 40.0 e/nm^2
ion width: 0.080 nm; electron-cloud width: 0.120 nm
electron density: 160.0 per nm^3
surface electrons moved, slab B: 0.20 per nm^2
cloud-shift coefficient: 0.010 (dimensionless)
strain step for derivatives: 0.0050 (dimensionless)
bulk edges, mean zero: Ev 5.4514, Ec 6.5686 eV
gap: 1.1173 eV
slab A mean potential: -11.5809 eV
slab A edges: Ev -6.1295, Ec -5.0122 eV
slab B mean potential: -12.4856 eV
slab B edges: Ev -7.0343, Ec -5.9170 eV
interior shape change A to B: 3.6e-14 eV
D = dE/d(strain), in eV:
bulk, mean potential = 0: Dv -14.677, Dc -9.535, Dgap 5.142 eV
bulk, midpoint potential = 0: Dv -19.809, Dc -14.667, Dgap 5.142 eV
slab A, vacuum = 0: Dv -3.096, Dc 2.046, Dgap 5.142 eV
slab B, vacuum = 0: Dv -4.001, Dc 1.141, Dgap 5.142 eV
junction, no cloud shift: Dv -3.096, Dc 2.046, Dgap 5.142 eV
junction, with cloud shift: Dv -1.286, Dc 3.855, Dgap 5.142 eV
Hellmann-Feynman: Dv -14.677, Dc -9.535 eV
surface contribution to D: -0.9048 eV
cloud-shift contribution to D: 1.8095 eV
junction strain: 1.00 percent
mean lineup, coefficient 0.000, 3 graded gaps: 114.66 meV
mean lineup, coefficient 0.000, 12 graded gaps: 114.66 meV
mean lineup, coefficient 0.010, 3 graded gaps: 132.76 meV
mean lineup, coefficient 0.010, 12 graded gaps: 132.76 meV
edge steps with cloud shift: Ev -12.45, Ec 39.35 meV
nonlinear part: Ev 0.42, Ec 0.80 meV
mean-potential derivative, rigid cloud: 11.581 eV
same, cloud width follows spacing: -30.111 eV
rough Poisson ratio: 0.28 (dimensionless)
lateral-contraction contribution to D: -6.485 eV
temperature: 300 K; thermal energy: 25.85 meV
rough relative permittivity: 11.7 (dimensionless)
carrier density: 1.0e+17 cm^-3; Debye length: 12.93 nm
12-gap grading width: 3.00 nm
Ec slope in grading: 0.1312 MV/cm
Ec step / gap: 0.0352 (dimensionless)
conduction mass: 0.0444 electron masses
thermal wavelength: 20.42 nm
slab length: 6.00 nm; confinement: 0.235 eV
```
